# Core-correction force and stress for GGA and meta-GGA functionals

Rydberg atomic units are used: $\hbar^2/2m=1$, $e^2=2$, lengths in bohr, energies in Ry. The system is periodic, with cell volume $\Omega$, lattice vectors $\mathbf L$, reciprocal vectors $\mathbf G$ and atoms at $\mathbf R_I$; integrals run over one cell unless marked otherwise, and $g(\mathbf G)=\Omega^{-1}\int g\,e^{-i\mathbf G\cdot\mathbf r}d^3r$. Spin is collinear, $s=\uparrow,\downarrow$, and $\bar s$ is the opposite spin. Occupied valence orbitals give $n_{v,s}=\sum_i|\psi_{is}|^2$ and $\tau_{v,s}=\sum_i|\nabla\psi_{is}|^2$, with no factor $1/2$. The functional is

$$E_{xc}=\int f(n_\uparrow,n_\downarrow,\sigma_{\uparrow\uparrow},\sigma_{\uparrow\downarrow},\sigma_{\downarrow\downarrow},\tau_\uparrow,\tau_\downarrow)\,d^3r,\qquad \sigma_{ss'}=\nabla n_s\cdot\nabla n_{s'},$$

with no dependence on $\nabla^2n$. A GGA is the case $\partial f/\partial\tau_s=0$. Subscripts on $f$ denote partial derivatives. In Hartree units both $f$ and $\tau$ are half as large, so $\partial f/\partial\tau$ is the same number in both systems.

Because $f$ is nonlinear, the exchange-correlation energy of core plus valence is not a sum of two parts. The nonlinear core correction therefore evaluates $f$ on

$$n_s=n_{v,s}+\tfrac12n_c,\qquad \tau_s=\tau_{v,s}+\tfrac12\tau_c,$$
$$n_c=\sum_{I,\mathbf L}\rho_I(d),\qquad \tau_c=\sum_{I,\mathbf L}t_I(d),\qquad \mathbf d=\mathbf r-\mathbf R_I-\mathbf L .$$

The partial core density $\rho_I$ and partial core kinetic energy density $t_I$ are smooth, spherical, spin-unpolarized and rigid: each moves with its nucleus without changing shape. They enter $E_{xc}$ and no other term of the energy. The force is $\mathbf F_I=-\partial E/\partial\mathbf R_I$. A strain maps $\mathbf r\to(1+\epsilon)\mathbf r$ at fixed fractional positions, the stress is $\sigma_{ab}=\Omega^{-1}\partial E/\partial\epsilon_{ab}$ (Cartesian indices distinguish it from $\sigma_{ss'}$), and the pressure is $P=-\tfrac13\mathrm{tr}\,\sigma$. Repeated Cartesian indices are summed.

Both derivatives rest on the first variation of $f$. With $\mathbf g_s=\nabla n_s$ one has $\delta\sigma_{ss}=2\mathbf g_s\cdot\delta\mathbf g_s$ and $\delta\sigma_{\uparrow\downarrow}=\mathbf g_\downarrow\cdot\delta\mathbf g_\uparrow+\mathbf g_\uparrow\cdot\delta\mathbf g_\downarrow$. Collecting the coefficient of each $\delta\mathbf g_s$,

$$\delta f=\sum_s\left(f_{n_s}\delta n_s+\mathbf h_s\cdot\delta\mathbf g_s+w_s\delta\tau_s\right),\quad \mathbf h_s=2f_{\sigma_{ss}}\nabla n_s+f_{\sigma_{\uparrow\downarrow}}\nabla n_{\bar s},\quad w_s=f_{\tau_s}.\tag{1}$$

In a fixed cell $\delta\mathbf g_s=\nabla\delta n_s$, and integration by parts, whose surface term cancels between opposite faces by periodicity, gives

$$\delta E_{xc}=\sum_s\int\left(v_s\,\delta n_s+w_s\,\delta\tau_s\right),\qquad v_s=f_{n_s}-\nabla\cdot\mathbf h_s .\tag{2}$$

All of $v_s$, $w_s$, $\mathbf h_s$ are evaluated on the total fields. Varying $\psi^*_{is}$ gives $\delta n_s=\psi\,\delta\psi^*$ and $\delta\tau_s=\nabla\psi\cdot\nabla\delta\psi^*$, and one more integration by parts shows that $E_{xc}$ contributes $v_s-\nabla\cdot(w_s\nabla)$ to the generalized Kohn–Sham operator. For $\psi=\Omega^{-1/2}\sum_{\mathbf G}c_{\mathbf G}e^{i\mathbf G\cdot\mathbf r}$ the matrix element is $v_s(\mathbf G-\mathbf G')+\mathbf G\cdot\mathbf G'\,w_s(\mathbf G-\mathbf G')$, since $(i\mathbf G)^*\cdot(i\mathbf G')=\mathbf G\cdot\mathbf G'$.

The orbitals respond when an atom moves or the cell is strained, but at self-consistency that response does not enter the first derivative. Let $\lambda$ be a coordinate or a strain component and write the total energy as $E(c,\lambda)$. With a fixed set of integer plane-wave indices and the prefactor $\Omega^{-1/2}$, the constraints $c_i^\dagger c_j=\delta_{ij}$ do not contain $\lambda$. Using $\partial E/\partial c_i^\dagger=Hc_i=\varepsilon_ic_i$,

$$\frac{dE}{d\lambda}=\frac{\partial E}{\partial\lambda}\Big|_c+\sum_i\Big(\frac{dc_i^\dagger}{d\lambda}Hc_i+c_i^\dagger H\frac{dc_i}{d\lambda}\Big)=\frac{\partial E}{\partial\lambda}\Big|_c+\sum_i\varepsilon_i\frac{d(c_i^\dagger c_i)}{d\lambda}=\frac{\partial E}{\partial\lambda}\Big|_c .\tag{3}$$

This needs fixed occupations, a Hamiltonian that contains the $w_s$ term, and convergence. An atom-centred basis makes the constraints depend on $\lambda$ and adds Pulay terms. Under these conditions it suffices to differentiate $E_{xc}$ at frozen coefficients.

At frozen $c$ a displacement of atom $I$ leaves $n_{v,s}$ and $\tau_{v,s}$ unchanged. Since $\partial d/\partial\mathbf R_I=-\hat{\mathbf d}$, the core fields change as $\partial n_c/\partial\mathbf R_I=-\sum_{\mathbf L}\rho_I'(d)\hat{\mathbf d}$ and $\partial\tau_c/\partial\mathbf R_I=-\sum_{\mathbf L}t_I'(d)\hat{\mathbf d}$. Half of each change goes to each spin, so (2) brings in the averages $\bar v=\tfrac12(v_\uparrow+v_\downarrow)$ and $\bar w=\tfrac12(w_\uparrow+w_\downarrow)$. The minus sign cancels against the one in the definition of the force:

$$\mathbf F_I=\int\sum_{\mathbf L}\left[\bar v\,\rho_I'(d)+\bar w\,t_I'(d)\right]\hat{\mathbf d}\,d^3r .\tag{4}$$

Where $\rho'<0$, a region of more negative $\bar v$ makes the integrand point along $+\hat{\mathbf d}$: that part of the integrand draws the core toward low $\bar v$. Where $\rho'>0$, as for $r<0.5$ bohr in core A below, the sign is reversed, and the direction of the net force depends on the whole profile. The gradient dependence of $f$ is already inside $\bar v$.

For the reciprocal form, the lattice sum unfolds the cell integral into one over all space, because $e^{-i\mathbf G\cdot\mathbf L}=1$. Shifting the origin to $\mathbf R_I$ and averaging $e^{-i\mathbf G\cdot\mathbf d}$ over angles to $j_0(Gd)=\sin(Gd)/(Gd)$,

$$n_c(\mathbf G)=\frac1\Omega\sum_I\tilde\rho_I(G)\,e^{-i\mathbf G\cdot\mathbf R_I},\qquad \tilde\rho_I(G)=4\pi\int_0^\infty r^2\rho_I(r)\,j_0(Gr)\,dr,\tag{5}$$

and likewise $\tau_c(\mathbf G)$ with $\tilde t_I$. For real fields $\int\bar v\,\delta n_c=\Omega\sum_{\mathbf G}\bar v^*(\mathbf G)\,\delta n_c(\mathbf G)$. The derivative of the phase brings $-i\mathbf G$, the factors $\Omega$ cancel, and

$$\mathbf F_I=\sum_{\mathbf G}i\mathbf G\,e^{-i\mathbf G\cdot\mathbf R_I}\left[\bar v^*(\mathbf G)\tilde\rho_I(G)+\bar w^*(\mathbf G)\tilde t_I(G)\right],\tag{6}$$

which is real because the terms at $\mathbf G$ and $-\mathbf G$ are complex conjugates. Constant $\bar v$ and $\bar w$ have weight at $\mathbf G=0$ alone and exert no force.

These forces need not sum to zero. From (4), $\sum_I\mathbf F_I=\int(\bar v\nabla n_c+\bar w\nabla\tau_c)$. A rigid translation of all fields leaves $E_{xc}$ unchanged, so (2) with $\delta n_s\propto\nabla n_s$, $\delta\tau_s\propto\nabla\tau_s$ gives $\sum_s\int(v_s\nabla n_s+w_s\nabla\tau_s)=0$. Splitting off the core part,

$$\sum_I\mathbf F_I=-\sum_s\int\left(v_s\nabla n_{v,s}+w_s\nabla\tau_{v,s}\right),\tag{7}$$

the reaction to the force that the cores exert on the valence electrons.

For the stress, label points by their unstrained position $\mathbf x$, $r_a=x_a+\epsilon_{ab}x_b$, and let $\delta$ be the first-order change at fixed $\mathbf x$. Four rules follow. The volume element gains the factor $\det(1+\epsilon)=1+\mathrm{tr}\,\epsilon$. The chain rule $\partial/\partial x_a=(\delta_{ba}+\epsilon_{ba})\,\partial/\partial r_b$ inverts to $\partial/\partial r_a=\partial_a-\epsilon_{ba}\partial_b$, with $\partial_a=\partial/\partial x_a$. The phases $\mathbf G\cdot\mathbf r$ depend on integer indices and fractional coordinates and do not change, so at frozen $c$ an orbital changes through $\Omega^{-1/2}$ alone, $\delta\psi=-\tfrac12\mathrm{tr}\,\epsilon\,\psi$. Finally $\mathbf r$, $\mathbf R_I$ and $\mathbf L$ are strained together, so $\mathbf d\to(1+\epsilon)\mathbf d$, $\delta(d^2)=2\epsilon_{ab}d_ad_b$ and $\delta d=\epsilon_{ab}d_ad_b/d$.

The valence density obeys $\delta n_{v,s}=-\mathrm{tr}\,\epsilon\,n_{v,s}$. In $\tau_{v,s}$ the normalization gives the same factor, and each of the two gradients changes by $-\epsilon_{ba}\partial_b\psi$; the two cross terms are complex conjugates:

$$\delta\tau_{v,s}=-\mathrm{tr}\,\epsilon\,\tau_{v,s}-2\epsilon_{ab}\tau_{v,s,ab},\qquad \tau_{v,s,ab}=\mathrm{Re}\sum_i\partial_a\psi_{is}^*\partial_b\psi_{is}.\tag{8}$$

The core fields are prescribed functions of distance, so

$$\delta n_c=\epsilon_{ab}\sum_{I,\mathbf L}\rho_I'\,\frac{d_ad_b}{d},\qquad \delta\tau_c=\epsilon_{ab}\sum_{I,\mathbf L}t_I'\,\frac{d_ad_b}{d}.\tag{9}$$

No tensor $\tau_{c,ab}$ appears: the term $-2\epsilon_{ab}\tau_{ab}$ describes orbitals that deform with the cell, and a rigid core does not. The density gradient is different. It is formed by applying $\partial/\partial\mathbf r$ to the total $n_s$, so the chain rule acts on core and valence alike:

$$\delta g_{s,a}=\partial_a\delta n_s-\epsilon_{ba}\partial_bn_s .\tag{10}$$

Inserting (10) in (1), the piece $\mathbf h_s\cdot\nabla\delta n_s$ is integrated by parts and joins $f_{n_s}$ to form $v_s$:

$$\delta E_{xc}=\mathrm{tr}\,\epsilon\,E_{xc}+\sum_s\int\left(v_s\delta n_s+w_s\delta\tau_s\right)-\epsilon_{ba}\sum_s\int h_{s,a}\partial_bn_s .$$

The last tensor is symmetric, as writing it out shows: $\sum_sh_{s,a}\partial_bn_s=2f_{\sigma_{\uparrow\uparrow}}g_{\uparrow a}g_{\uparrow b}+f_{\sigma_{\uparrow\downarrow}}(g_{\downarrow a}g_{\uparrow b}+g_{\uparrow a}g_{\downarrow b})+2f_{\sigma_{\downarrow\downarrow}}g_{\downarrow a}g_{\downarrow b}$. With (8), (9) and $\mathrm{tr}\,\epsilon=\delta_{ab}\epsilon_{ab}$, the coefficient of $\epsilon_{ab}$ is

$$\Omega\sigma^{xc}_{ab}=\delta_{ab}\Big[E_{xc}-\sum_s\int(v_sn_{v,s}+w_s\tau_{v,s})\Big]-\sum_s\int h_{s,a}\partial_bn_s-2\sum_s\int w_s\tau_{v,s,ab}+C_{ab},\tag{11}$$
$$C_{ab}=C^\rho_{ab}+C^\tau_{ab}=\int\sum_{I,\mathbf L}\left[\bar v\rho_I'+\bar wt_I'\right]\frac{d_ad_b}{d}.\tag{12}$$

Every term is symmetric, so an antisymmetric $\epsilon$, a rotation, costs no energy. The correction is thus more than one added term: $E_{xc}$, the potentials and the gradient term contain the total density, while the bracket and the $\tau$ tensor contain valence fields.

In reciprocal space, since $\mathbf G\cdot\mathbf r$ is invariant, $\delta n_c=\sum_{\mathbf G}\delta n_c(\mathbf G)e^{i\mathbf G\cdot\mathbf r}$, and (5) changes in two places. The prefactor gives $\delta(1/\Omega)=-\mathrm{tr}\,\epsilon/\Omega$. The vector transforms as a gradient, $\delta G_a=-\epsilon_{ba}G_b$, so $\delta G=G_a\delta G_a/G=-\epsilon_{ab}G_aG_b/G$. The structure phase is unchanged. Hence

$$\delta n_c(\mathbf G)=-\mathrm{tr}\,\epsilon\,n_c(\mathbf G)-\frac{\epsilon_{ab}}{\Omega}\sum_Ie^{-i\mathbf G\cdot\mathbf R_I}\tilde\rho_I'(G)\frac{G_aG_b}{G},$$

where $\tilde\rho'=d\tilde\rho/dG=-4\pi\int r^3\rho\,j_1(Gr)\,dr$ because $j_0'=-j_1$. Multiplying by $\Omega\bar v^*(\mathbf G)$, summing, and adding the same for $\tau_c$,

$$C_{ab}=-\delta_{ab}\int(\bar vn_c+\bar w\tau_c)+S_{ab},\quad S_{ab}=-\sum_{I,\mathbf G\ne0}e^{-i\mathbf G\cdot\mathbf R_I}\left[\bar v^*\tilde\rho_I'+\bar w^*\tilde t_I'\right]\frac{G_aG_b}{G}.\tag{13}$$

The $\mathbf G=0$ term vanishes since $G_aG_b/G\to0$ with $\tilde\rho'$ finite. When $S_{ab}$ is used, the first term of (13) merges with the bracket of (11), which then holds the total $n_s$ and $\tau_s$. Pairing $S_{ab}$ with the valence bracket misplaces the diagonal by $\int(\bar vn_c+\bar w\tau_c)$ and leaves the shear components right.

Two limits fix the meaning of the terms. For a uniform gas without cores in the LDA, (11) gives $\sigma_{ab}=\delta_{ab}(f-nf_n)$, so $P=nf_n-f=n^2\,d(f/n)/dn$, the xc part of the thermodynamic pressure. For one core per cell, with no valence and negligible overlap with its images, strain only moves the cores apart and the stress must vanish. To see this in (11), set $n_s=\rho/2$, $\tau_s=t/2$, so that $C_{ab}=\sum_s\int d_a(v_s\partial_bn_s+w_s\partial_b\tau_s)$. Integration by parts over all space, where $f$ decays, gives $\int d_a\partial_bf=-\delta_{ab}E_{xc}$. The chain rule gives $\partial_bf=\sum_s(f_{n_s}\partial_bn_s+h_{s,c}\partial_c\partial_bn_s+w_s\partial_b\tau_s)$, and moving $\partial_c$ off the density, $\int d_ah_{s,c}\partial_c\partial_bn_s=-\int h_{s,a}\partial_bn_s-\int d_a(\nabla\cdot\mathbf h_s)\partial_bn_s$. Therefore

$$-\delta_{ab}E_{xc}=C_{ab}-\sum_s\int h_{s,a}\partial_bn_s,$$

and (11) is zero. The diagonal of $C_{ab}$ thus carries a large piece, $-E_{xc}$ for an isolated LDA core, whose role is to undo the fictitious dilation in the term $\delta_{ab}E_{xc}$. The cancellation needs the core gradient in the gradient term and $t'$ in $C_{ab}$, and $C_{ab}$ alone is not the pressure due to the core.

An inequality shows what $\tau_c$ secures. Let $\tau_W[n]=|\nabla n|^2/4n$. For orbitals, $\nabla n=2\,\mathrm{Re}\sum\psi^*\nabla\psi$ and the Cauchy–Schwarz inequality give $|\nabla n|^2\le4n\tau$, that is $\tau\ge\tau_W$, with equality for one real orbital. For two positive densities the same inequality, applied to $\nabla n_1+\nabla n_2=\sqrt{n_1}\,(\nabla n_1/\sqrt{n_1})+\sqrt{n_2}\,(\nabla n_2/\sqrt{n_2})$, gives

$$|\nabla(n_1+n_2)|^2\le(n_1+n_2)\left(\frac{|\nabla n_1|^2}{n_1}+\frac{|\nabla n_2|^2}{n_2}\right),$$

so $\tau_W[n_1+n_2]\le\tau_W[n_1]+\tau_W[n_2]$. Repeating this over the lattice sum and using $\tau_W[\rho/2]=\tau_W[\rho]/2$, the condition $t_I\ge\tau_W[\rho_I]$ is sufficient for $\tau_s\ge\tau_W[n_s]$. The indicator $\alpha_s=(\tau_s-\tau_W[n_s])/\tau^{\rm unif}_s$ then stays non-negative, the range that densities built from orbitals reach. Here a filled Fermi sphere of one spin has $n_s=k^3/6\pi^2$ and $\tau=k^5/10\pi^2$, so $\tau_s^{\rm unif}=\tfrac35(6\pi^2)^{2/3}n_s^{5/3}$. With $n_c$ included and $\tau_c$ left out, the numerator is $\tau_{v,s}-\tau_W[n_{v,s}+n_c/2]$. Where the core dominates and $\nabla n_c\ne0$ its leading term is $-\tau_W[n_c]/2$, which is negative; $\tau_{v,s}$ and the core–valence cross terms of $\tau_W$ are corrections of first order in $n_{v,s}$, $\nabla n_{v,s}$ and $\tau_{v,s}$.

On an FFT grid with an odd number of points per direction, the set of $\mathbf G$ is closed under $\mathbf G\to-\mathbf G$, so the spectral gradient, multiplication by $i\mathbf G$, is a real antisymmetric matrix. The discrete sum $\sum\mathbf h\cdot\nabla\delta n=-\sum(\nabla\cdot\mathbf h)\,\delta n$ then holds without discretization error, and (4), (11) and (12) are derivatives of the grid energy with sampled lattice sums, (6) and (13) of the grid energy with truncated Fourier sums. The two agree when the form factors have decayed at the edge of the grid. Equation (7) and the isolated-core cancellation use the chain rule for $\nabla f$, which a grid obeys only approximately.

A model core that satisfies the bound by construction is built from Gaussian orbitals of width $a$, with $u=e^{-r^2/2a^2}$, $x=r^2/a^2$, $q_s$ electrons in an $s$ orbital and $q_p/3$ in each $p$ orbital $r_ju$. The norms are $\int u^2=\pi^{3/2}a^3$ and $\int r_j^2u^2=\pi^{3/2}a^5/2$, so the weights are $c_0=q_s/\pi^{3/2}a^3$ and $c_1=2q_p/3\pi^{3/2}a^5$. From $\nabla u=-\mathbf ru/a^2$, $|\nabla u|^2=xe^{-x}/a^2$. From $\nabla(r_ju)=u(\mathbf e_j-r_j\mathbf r/a^2)$, the square is $e^{-x}(1-2r_j^2/a^2+r_j^2r^2/a^4)$, which sums over $j$ to $e^{-x}(3-2x+x^2)$. Thus

$$\rho=e^{-x}(c_0+c_1a^2x),\qquad t=e^{-x}\left[3c_1+(c_0/a^2-2c_1)x+c_1x^2\right].$$

With $\beta=1/a^2$ the transform of $e^{-\beta r^2}$ is $F_0=(\pi/\beta)^{3/2}e^{-y}$, $y=G^2/4\beta$, and $x^ke^{-x}$ transforms to $\beta^k(-\partial_\beta)^kF_0$. Since $\partial_\beta\ln F_0=(y-\tfrac32)/\beta$ and $\partial^2_\beta\ln F_0=(\tfrac32-2y)/\beta^2$, the results are $F_0(\tfrac32-y)$ and $F_0[(y-\tfrac32)^2+\tfrac32-2y]=F_0(\tfrac{15}4-5y+y^2)$.

The example is a model with round parameters. The cell vectors are $(6,0,0)$, $(0.6,6.2,0)$, $(-0.3,0.4,5.8)$ bohr, $\Omega=215.760$ bohr$^3$. Atom A, at the origin, has $Z=2$ and $(a,q_s,q_p)=(1.0,1,2)$; atom B, at fractional $(0.35,0.40,0.45)$, has $Z=1$ and $(1.2,0.5,1)$. Each ion acts through $-8\pi Ze^{-G^2b^2/4}/\Omega G^2$ with $b=1$ bohr. Two up electrons and one down electron at $\Gamma$ are solved self-consistently, with kinetic, local, valence Hartree and xc terms, in 115 plane waves (10 Ry) on a $21^3$ grid, by matrix diagonalization with Pulay mixing. The ion–ion energy and $\mathbf G=0$ electrostatics are omitted. Six decimals are kept so that the sums can be followed; they describe this discrete model. On a $33^3$ grid, or at 18 Ry on a $27^3$ grid, the separate $\rho$ and $\tau$ force terms of r²SCAN move by up to $0.14$ mRy/bohr, total core forces by up to $0.05$ mRy/bohr, $\Omega\sigma_{xx}$ by $3\times10^{-4}$ Ry, $C^\tau_{xx}$ by $9\times10^{-4}$ Ry, pressures by $0.1$ GPa and the minima of $\alpha_s$ by up to $0.05$; the signs and the 16% and 43% shares quoted below are unchanged.

For core A, $t(0)=3c_1=4/\pi^{3/2}=0.71835$ Ry/bohr$^3$. The coefficients of $t$ times $\pi^{3/2}$ are $4,-\tfrac53,\tfrac43$, so $\tilde t(0)=4-\tfrac53\cdot\tfrac32+\tfrac43\cdot\tfrac{15}4=6.5$ Ry. At $G=2$ bohr$^{-1}$, $y=1$ and $dy/dG=1$ bohr: $\tilde\rho=e^{-1}(1+\tfrac43\cdot\tfrac12)=0.61313$, $\tilde\rho'=e^{-1}(-\tfrac53-\tfrac43)=-1.10364$ bohr, $\tilde t=e^{-1}(4-\tfrac56-\tfrac13)=1.04233$ Ry and $\tilde t'=e^{-1}(-\tfrac{17}6+\tfrac53-4)=-1.90071$ Ry bohr.

With PBE, (6) gives $\mathbf F_A=(8.232,5.163,5.792)$ and $\mathbf F_B=(-10.031,-6.846,-6.370)$ mRy/bohr, $|\mathbf F_B|=0.013713$ Ry/bohr $=0.353$ eV/Å. The $x$ components sum to $-1.80$ mRy/bohr, nonzero as (7) allows; the right side of (7) matches the PBE sum to $0.002$ mRy/bohr, while for r²SCAN the two sides differ by up to $0.08$ mRy/bohr on this grid. With r²SCAN, in mRy/bohr,

$$\mathbf F_A=(-2.211,-1.607,2.404)_\rho+(9.065,5.968,2.599)_\tau=(6.853,4.361,5.003),$$
$$\mathbf F_B=(-6.985,-5.217,-5.355)_\rho+(-1.332,-0.856,-0.086)_\tau=(-8.318,-6.072,-5.441),$$

up to rounding, and $|\mathbf F_B|=0.011647$ Ry/bohr $=0.30$ eV/Å. On B the $\tau$ term is 16% of the $x$ component of the core force. On A it exceeds the total in $x$ and $y$, where the density term has the opposite sign, so dropping it reverses those components; no rule for this division is derived here.

For the PBE stress, $E_{xc}=-5.640184$ and $\sum_s\int v_sn_{v,s}=-2.726538$ Ry make the bracket $-2.913646$ Ry. Adding the gradient term $0.089690$ and $C_{xx}=3.592455$ gives $\Omega\sigma_{xx}=0.76850$ Ry. In the reciprocal form $\int\bar vn_c=-4.585674$ Ry turns the bracket into $1.672028$, and $1.672028+0.089690-0.993219$ is again $0.76850$. The xc pressure is $-52.9$ GPa.

For r²SCAN the bracket is $-5.657944+3.032393-0.081282=-2.706833$ Ry, and

$$\Omega\sigma_{xx}=-2.706833+0.140474-0.053461+3.844252-0.366476=0.857956\ \text{Ry},$$

the terms being bracket, gradient, valence $\tau$ tensor, $C^\rho$ and $C^\tau$. With $\int\bar vn_c=-5.090807$ and $\int\bar w\tau_c=0.416655$ Ry, (13) reads $C^\rho_{xx}=5.090807-1.246555$ and $C^\tau_{xx}=-0.416655+0.050178$. The valence tensor term has trace $-0.053461-0.058754-0.050351=-0.16257$, which is $-2\times0.081282$ because $\tau_{aa}=\tau$. In shear, $\Omega\sigma_{xy}=-0.002782+0.000932+0.025020-0.006149=0.017021$ Ry. The diagonal $(0.857956,0.852516,0.879289)$ has mean $0.863254$ Ry, so $P_{xc}=-0.863254/215.760\times14710.51=-58.9$ GPa, of which $C^\rho$ gives $-262.3$ and $C^\tau$ gives $+24.6$ GPa; the first is mostly cancelled by the bracket. Relative to $\Omega\sigma^{xc}_{xx}=0.858$ Ry, omitting $C^\tau$ is an error of $0.366$ Ry (43%), using the valence gradient ($0.043105$ in place of $0.140474$) one of $0.097$ Ry (11%), and mixing the two isotropic forms one of $5.090807-0.416655=4.674$ Ry. These sizes belong to this model, whose cores hold 4.5 electrons against 3 valence electrons and overlap the valence strongly; they are not estimates for real pseudopotentials.

On the r²SCAN orbitals the smallest $\alpha_s$ on the grid is $0.32$ (up) and $0.44$ (down). With $\tau_c$ removed from the same fields it is $-4.07$ and $-5.35$, and $\alpha_s<0$ over 65% and 94% of the cell. The down channel has one orbital. At $\Gamma$ the Kohn–Sham operator is real and the basis is closed under $\mathbf G\to-\mathbf G$, so $\psi^*$ is an eigenfunction with the same eigenvalue as $\psi$; the level is non-degenerate (gap $0.78$ Ry), so the orbital is real up to a constant phase. Hence $\tau_{v,\downarrow}=\tau_W[n_{v,\downarrow}]$ and $\alpha_\downarrow<0$ wherever adding the core raises $\tau_W$.

Equation (3) can be read in numbers from central differences of the r²SCAN energy. Moving B along $\hat{\mathbf u}=(2,-1,2)/3$, the non-xc terms at frozen orbitals give $0.025200$ Ry/bohr and $-\mathbf F_B\cdot\hat{\mathbf u}=(16.636-6.072+10.882)/3=7.15$ mRy/bohr, together $0.032348$ Ry/bohr, the value obtained from re-converged energies; the core force is 22% of this electronic derivative. For the strain direction $\epsilon_{xx},\epsilon_{yy},\epsilon_{zz},\epsilon_{yz},\epsilon_{xz},\epsilon_{xy}=1,-0.3,0.6,0.2,0,0.5$, with $\Omega\sigma_{yz}=0.007907$ Ry and each shear counted twice, the xc part is $0.857956-0.255755+0.527573+0.003163+0.017021=1.149958$ Ry. The frozen non-xc part is $-1.516743$ Ry, the sum $-0.366785$ Ry, and re-converged energies give $-0.366783$ Ry; the $2\times10^{-6}$ Ry difference is finite-step error: doubling the step of $5\times10^{-4}$ and extrapolating to zero step gives $-0.366784$ Ry for both.

Numerical values quoted here were computed with a short program.
